# Extrapolating Triple- and Quadruple-Zeta Correlation Energies to the Basis-Set Limit: test program

```python
"""
Result under test: if correlation energies obey E_X = E_inf + A / X**3,
then E_inf = (64*E_4 - 27*E_3) / 37 for triple and quadruple zeta.
X: cardinal number of the basis; E_X: correlation energy in hartree;
E_inf: estimated basis-set limit; A: error coefficient in hartree.
The law itself is tested on helium, and its use for an energy
difference is illustrated with H + H2, both at the MP2 level.
"""
from itertools import product

import numpy as np
from pyscf import gto, mp, scf
from scipy.constants import N_A, physical_constants

KJ_PER_HARTREE = physical_constants["Hartree energy"][0] * N_A / 1000.0


def limit_from_formula(e_triple, e_quadruple):
    return (64.0 * e_quadruple - 27.0 * e_triple) / 37.0


def solve_error_law(e_triple, e_quadruple):
    """Solve the two defining equations for E_inf and A."""
    matrix = np.array([[1.0, 3.0**-3], [1.0, 4.0**-3]])
    return np.linalg.solve(matrix, np.array([e_triple, e_quadruple]))


def correlation_energy(atoms, basis, spin=0):
    """Return the MP2 correlation energy and <S^2> of the reference."""
    molecule = gto.M(atom=atoms, basis=basis, spin=spin,
                     unit="Angstrom", verbose=0)
    reference = scf.UHF(molecule) if spin else scf.RHF(molecule)
    reference.conv_tol = 1e-11
    reference.kernel()
    assert reference.converged
    spin_square = reference.spin_square()[0] if spin else 0.0
    correlated = mp.MP2(reference)
    correlated.kernel()
    return float(correlated.e_corr), float(spin_square)


# The posed exercise: linear solution against the derived formula.
e3, e4 = -0.300, -0.310
e_inf, coefficient = solve_error_law(e3, e4)
formula_value = limit_from_formula(e3, e4)
assert abs(e_inf - formula_value) < 1e-12
assert abs(e_inf - (-0.3173)) < 5e-5
assert coefficient > 0 and e_inf < e4 < e3
remainder = e_inf - e4
assert abs(remainder - 27.0 / 37.0 * (e4 - e3)) < 1e-12

# Largest effect of rounding in the inputs, found by trying all signs.
half_digit = 0.0005
largest_shift = max(
    abs(solve_error_law(e3 + s * half_digit, e4 + t * half_digit)[0] - e_inf)
    for s, t in product((-1, 1), repeat=2))
assert abs(largest_shift - 91.0 / 37.0 * half_digit) < 1e-12

print(f"Input E_3: {e3:.3f} hartree")
print(f"Input E_4: {e4:.3f} hartree")
print(f"64*E_4: {64 * e4:.2f} hartree")
print(f"27*E_3: {27 * e3:.2f} hartree")
print(f"64*E_4 - 27*E_3: {64 * e4 - 27 * e3:.2f} hartree")
print(f"Extrapolated E_inf: {e_inf:.6f} hartree")
print(f"Error coefficient A: {coefficient:.5f} hartree")
print(f"Error term A/27: {coefficient / 27:.6f} hartree")
print(f"Error term A/64: {coefficient / 64:.6f} hartree")
print(f"Remainder E_inf - E_4: {remainder:.6f} hartree")
print(f"Remainder E_inf - E_4: {remainder * KJ_PER_HARTREE:.1f} kJ/mol")
print(f"Assumed input rounding: {half_digit:.4f} hartree")
print(f"Largest resulting shift of E_inf: {largest_shift:.5f} hartree")

# Helium: predict the quintuple-zeta energy from the two smaller bases.
he3, he4, he5 = [correlation_energy("He 0 0 0", basis)[0]
                 for basis in ("cc-pvtz", "cc-pvqz", "cc-pv5z")]
he_limit, he_coefficient = solve_error_law(he3, he4)
he5_predicted = he_limit + he_coefficient / 5**3
gain_error = abs(he5_predicted - he5) / abs(he5 - he4)
# The law is only a leading term, so a quarter of the gain is allowed.
assert gain_error < 0.25
assert he_limit < he5 < he4 < he3

print(f"He MP2 correlation, cc-pVTZ: {he3:.6f} hartree")
print(f"He MP2 correlation, cc-pVQZ: {he4:.6f} hartree")
print(f"He MP2 correlation, cc-pV5Z computed: {he5:.6f} hartree")
print(f"He MP2 correlation, cc-pV5Z predicted: {he5_predicted:.6f} hartree")
print(f"He extrapolated limit from TZ and QZ: {he_limit:.6f} hartree")
print(f"He prediction error / QZ-to-5Z gain: {100 * gain_error:.1f} percent")

# H + H2: a separate H atom has one electron and no correlation energy.
r_h2, r_h3 = 0.74, 0.93
h2_atoms = f"H 0 0 0; H 0 0 {r_h2}"
h3_atoms = f"H 0 0 {-r_h3}; H 0 0 0; H 0 0 {r_h3}"
h2_t, h2_q = [correlation_energy(h2_atoms, basis)[0]
              for basis in ("cc-pvtz", "cc-pvqz")]
h3_t, _ = correlation_energy(h3_atoms, "cc-pvtz", spin=1)
h3_q, h3_spin_square = correlation_energy(h3_atoms, "cc-pvqz", spin=1)
h2_limit = limit_from_formula(h2_t, h2_q)
h3_limit = limit_from_formula(h3_t, h3_q)
h2_remainder = h2_limit - h2_q
difference_limit = h3_limit - h2_limit
difference_remainder = difference_limit - (h3_q - h2_q)
assert abs(difference_remainder) < abs(h2_remainder)

print(f"H2 distance: {r_h2:.2f} angstrom")
print(f"H3 neighbour distance: {r_h3:.2f} angstrom")
print(f"H2 MP2 correlation, cc-pVTZ: {h2_t:.6f} hartree")
print(f"H2 MP2 correlation, cc-pVQZ: {h2_q:.6f} hartree")
print(f"H2 extrapolated correlation: {h2_limit:.6f} hartree")
print(f"H3 MP2 correlation, cc-pVTZ: {h3_t:.6f} hartree")
print(f"H3 MP2 correlation, cc-pVQZ: {h3_q:.6f} hartree")
print(f"H3 extrapolated correlation: {h3_limit:.6f} hartree")
print(f"H3 reference <S^2>, cc-pVQZ: {h3_spin_square:.4f} (pure doublet 0.75)")
print(f"H3 - H2 correlation, cc-pVTZ: {h3_t - h2_t:.6f} hartree")
print(f"H3 - H2 correlation, cc-pVQZ: {h3_q - h2_q:.6f} hartree")
print(f"H3 - H2 correlation, extrapolated: {difference_limit:.6f} hartree")
print(f"H2 remainder beyond QZ: {h2_remainder:.6f} hartree")
print(f"H3 - H2 remainder beyond QZ: {difference_remainder:.6f} hartree")
print("PASS")
```

Running it gives:

```
Input E_3: -0.300 hartree
Input E_4: -0.310 hartree
64*E_4: -19.84 hartree
27*E_3: -8.10 hartree
64*E_4 - 27*E_3: -11.74 hartree
Extrapolated E_inf: -0.317297 hartree
Error coefficient A: 0.46703 hartree
Error term A/27: 0.017297 hartree
Error term A/64: 0.007297 hartree
Remainder E_inf - E_4: -0.007297 hartree
Remainder E_inf - E_4: -19.2 kJ/mol
Assumed input rounding: 0.0005 hartree
Largest resulting shift of E_inf: 0.00123 hartree
He MP2 correlation, cc-pVTZ: -0.033138 hartree
He MP2 correlation, cc-pVQZ: -0.035478 hartree
He MP2 correlation, cc-pV5Z computed: -0.036407 hartree
He MP2 correlation, cc-pV5Z predicted: -0.036311 hartree
He extrapolated limit from TZ and QZ: -0.037186 hartree
He prediction error / QZ-to-5Z gain: 10.2 percent
H2 distance: 0.74 angstrom
H3 neighbour distance: 0.93 angstrom
H2 MP2 correlation, cc-pVTZ: -0.031676 hartree
H2 MP2 correlation, cc-pVQZ: -0.033111 hartree
H2 extrapolated correlation: -0.034158 hartree
H3 MP2 correlation, cc-pVTZ: -0.038512 hartree
H3 MP2 correlation, cc-pVQZ: -0.040316 hartree
H3 extrapolated correlation: -0.041633 hartree
H3 reference <S^2>, cc-pVQZ: 0.7871 (pure doublet 0.75)
H3 - H2 correlation, cc-pVTZ: -0.006836 hartree
H3 - H2 correlation, cc-pVQZ: -0.007205 hartree
H3 - H2 correlation, extrapolated: -0.007474 hartree
H2 remainder beyond QZ: -0.001047 hartree
H3 - H2 remainder beyond QZ: -0.000269 hartree
PASS
```
